\section*{Mask Error Enhancement for a Square Hole Far Below Resolution}

\section{The image of a small hole}

\textbf{Q.} A mask maker writes a contact hole slightly too small, and the printed hole shrinks by several times the error. Before I accept any formula for this, what exactly is being compared with what?

\textbf{A.} Let the mask hole be a square of side $w$, measured at wafer scale, that is, after division by the reduction ratio of the lens. Both sides change together. The resist prints wherever the image intensity $I$ exceeds a fixed threshold $I_{\rm th}$. The printed width $C$ is measured along $x$ through the centre, so the printed edges lie at $x=\pm C/2$. The mask error enhancement factor and the normalized image log-slope are
\begin{equation}
M=\frac{dC}{dw}\bigg|_{I_{\rm th}},\qquad
N=C\left|\frac{\partial\ln I}{\partial x}\right|_{x=C/2}.
\end{equation}
In engineering notation these are MEEF and NILS. The mask is taken as thin and perfectly opaque outside one isolated hole, and the light as a scalar wave.

\textbf{Q.} Then how does the brightness depend on $w$? Twice the area passes twice the light, so I expect $I\propto w^2$.

\textbf{A.} The total light passed does scale as $w^2$, but the lens does not collect all of it. Take one illumination direction, a plane wave $e^{i\mathbf s\cdot\mathbf x}$ of unit amplitude. Behind the mask, the component with transverse wave vector $\mathbf f$ has the weight $T(\mathbf f-\mathbf s)$, where
\begin{equation}
T(\mathbf q)=\int_{\rm hole}e^{-i\mathbf q\cdot\mathbf x}\,d^2x
=w^2\,\frac{\sin(q_xw/2)}{q_xw/2}\,\frac{\sin(q_yw/2)}{q_yw/2}.
\end{equation}
A lens of numerical aperture NA passes $|\mathbf f|<\kappa$, with $\kappa=2\pi\,{\rm NA}/\lambda$. The image amplitude is therefore
\begin{equation}
A_{\mathbf s}(\mathbf x)=\frac1{4\pi^2}\int_{|\mathbf f|<\kappa}
T(\mathbf f-\mathbf s)\,e^{i\mathbf f\cdot\mathbf x}\,d^2f .
\label{abbe}
\end{equation}
Different source directions are mutually incoherent, so $I$ is the average of $|A_{\mathbf s}|^2$ over the source. A clear mask gives $I=1$ in this normalization.

If $|\mathbf f-\mathbf s|w$ is small for every accepted $\mathbf f$ and every source direction, then $T\to w^2$ and
\begin{equation}
I(\mathbf x;w)\to w^4|h(\mathbf x)|^2,\qquad
h(\mathbf x)=\frac1{4\pi^2}\int_{|\mathbf f|<\kappa}e^{i\mathbf f\cdot\mathbf x}\,d^2f .
\label{fourth}
\end{equation}
At the centre, $h(0)=\pi\kappa^2/4\pi^2=\kappa^2/4\pi$, so the peak is $(\kappa^2w^2/4\pi)^2$.

The second factor $w^2$ is the collected fraction. The power passed by the hole is $w^2$. The power entering the pupil is $(4\pi^2)^{-1}\int|T|^2d^2f\to w^4\pi\kappa^2/4\pi^2$. Their ratio is $\kappa^2w^2/4\pi$: a smaller hole spreads its light over a wider cone, and the lens catches less of it.

\textbf{Q.} You averaged over source directions. Surely incoherent light adds intensities from the points of the hole, and my $w^2$ comes back?

\textbf{A.} It does for a self-luminous hole. Then
\begin{equation}
I(\mathbf x)\propto\int_{\rm hole}|h(\mathbf x-\mathbf x')|^2\,d^2x',
\end{equation}
which is proportional to $w^2$ when $h$ hardly varies across the hole. An illuminated hole differs because its points share a phase relation over the coherence width, which is of order $1/(\sigma\kappa)$ for a disc source of radius $\sigma\kappa$. Equation~(\ref{fourth}) needs $w$ to be small against this width as well as against the resolution. For $\sigma\le1$ the two lengths are comparable or the coherence width is the larger, so ordinary partial coherence does not spoil the limit.

\section{From brightness to printed width}

\textbf{Q.} Grant the fourth power. How does it become a change of width?

\textbf{A.} The edge moves so that its intensity stays at threshold:
\begin{equation}
\ln I(C/2;w)=\ln I_{\rm th}.
\end{equation}
Define $n=\partial\ln I/\partial\ln w$ at a fixed image point, here the edge. Changing $w$ by $dw$ moves the edge by $dC/2$, so
\begin{equation}
n\,\frac{dw}{w}+\frac{\partial\ln I}{\partial x}\,\frac{dC}{2}=0 .
\end{equation}
The intensity falls outwards, hence $\partial\ln I/\partial x=-N/C$. Solving for $dC/dw$ gives
\begin{equation}
M=\frac{2n}{N}\,\frac{C}{w}.
\label{identity}
\end{equation}
No small-hole assumption has entered this step. In the small-hole limit $n=4$, and
\begin{equation}
M\to\frac{8}{N}\,\frac{C}{w},\qquad
M\to\frac8N\quad\text{when } C=w .
\label{main}
\end{equation}
The 8 is the exponent 4 times 2, because a hole has two edges that move together.

\textbf{Q.} What if the writer gets only the $x$ side wrong?

\textbf{A.} For a rectangle, $T\to w_xw_y$ and $I\propto w_x^2w_y^2$. Changing $w_x$ alone gives $n=2$ and $M=4/N$ at $C=w_x$. The other $4/N$ comes from the perpendicular side, which alters the width along $x$ only through the brightness.

\textbf{Q.} So with a healthy log-slope of 2, a tiny hole has an enhancement of 4. That sounds harmless.

\textbf{A.} The log-slope cannot be chosen freely once $C=w$. Expand the image for small $w$ and $x$. From $\sin u/u\simeq1-u^2/6$,
\begin{equation}
T(\mathbf q)\simeq w^2\left(1-\frac{q^2w^2}{24}\right).
\end{equation}
Insert this in (\ref{abbe}) with $e^{if_xx}\simeq1+if_xx-f_x^2x^2/2$. Averages over the pupil disc are $\langle f_x\rangle=0$, $\langle f_x^2\rangle=\kappa^2/4$ and $\langle|\mathbf f-\mathbf s|^2\rangle=\kappa^2/2+s^2$. Thus
\begin{equation}
A_{\mathbf s}\simeq\frac{\kappa^2w^2}{4\pi}\left[1-\frac{\kappa^2x^2}{8}
-\frac{w^2}{24}\left(\frac{\kappa^2}{2}+s^2\right)\right].
\end{equation}
A tilted wave also adds an imaginary term proportional to $xw^2s_x\kappa^2$. It is of third order in the small lengths and enters $|A_{\mathbf s}|^2$ at sixth order. Squaring doubles the two corrections, and a uniform disc source has $\langle s^2\rangle=\sigma^2\kappa^2/2$. Hence, up to fourth-order terms,
\begin{equation}
\ln I\simeq{\rm const}+4\ln w-\frac{\kappa^2x^2}{4}
-\frac{\kappa^2w^2(1+\sigma^2)}{24}.
\label{log}
\end{equation}
Two derivatives follow:
\begin{equation}
n\simeq4-\frac{\kappa^2w^2(1+\sigma^2)}{12},\qquad
\frac{\partial\ln I}{\partial x}\simeq-\frac{\kappa^2x}{2}.
\label{n}
\end{equation}
At $x=w/2$ the slope has magnitude $\kappa^2w/4$. Multiplication by $C=w$ gives
\begin{equation}
N\to\frac{(\kappa w)^2}{4},\qquad M\to\frac{32}{(\kappa w)^2}.
\label{diverge}
\end{equation}
As the hole shrinks, its printed edge sits ever closer to the flat top of the image. The log-slope vanishes and the enhancement diverges. A log-slope of 2 would require $\kappa w\simeq2.8$, where $n$ is no longer close to 4.

\section{Numbers for a 16 nm hole}

\textbf{Q.} Then show me a case, including where the law goes wrong.

\textbf{A.} Take $\lambda=13.5$ nm, NA $=0.33$, a disc source with $\sigma=0.5$, and $w=C=16$ nm. Then $\kappa=0.1536\ {\rm nm}^{-1}$ and $\kappa w=2.457$. I evaluated (\ref{abbe}) by quadrature over pupil and source, and found $M$ from the printed widths at two nearby mask widths, by root search at fixed threshold.

The peak intensity is 0.169 of the clear field and the threshold 0.117, so the edge lies at 69\% of the peak. The small-hole peak formula gives 0.231, which is already too high. At the edge $n=3.42$ and $N=1.528$. Equation~(\ref{identity}) then gives
\begin{equation}
M=\frac{2\times3.424}{1.528}=4.48,\qquad \frac8N=5.23 .
\end{equation}
The simple law is 17\% above the direct value. By (\ref{identity}) this relative excess is $4/n-1$, so it measures the loss of the fourth power. Equation~(\ref{n}) predicts $n=3.37$. The same calculation at other sizes, with the threshold reset each time so that $C=w$, gives:
\begin{center}
\begin{tabular}{ccccc}
$w$ (nm) & $n$ & $N$ & $M$ & $8/N$\\ \hline
4 & 3.96 & 0.094 & 83.8 & 84.7\\
8 & 3.85 & 0.379 & 20.3 & 21.1\\
12 & 3.66 & 0.857 & 8.54 & 9.33\\
16 & 3.42 & 1.53 & 4.48 & 5.23\\
20 & 3.17 & 2.38 & 2.66 & 3.36\\
24 & 2.94 & 3.37 & 1.74 & 2.37
\end{tabular}
\end{center}
For this lens and source the law is good to about 4\% at 8 nm and 9\% at 12 nm. At $C=w$, the holes for which it is accurate are also those whose enhancement is very large (an 8 nm hole printed at $C=32$ nm has only $M=3.7$, against $8C/wN=3.8$, but at an edge intensity of 0.002). They are also the holes for which an opaque thin mask is a poor picture of a real one: the edge intensity is 0.012 at 8 nm and 0.0009 at 4 nm, below the 2\% absorber leak considered in the last section, and the geometric shadow estimated there raises $M$ by 33\% at 8 nm. The 4 nm hole is 16 nm wide on a fourfold mask, only 1.2 wavelengths, where a thin-mask transmission function is not justified.

\textbf{Q.} A derivative of 4.5 describes an infinitesimal error. Would a real error of half a nanometre obey it?

\textbf{A.} Only roughly. With the threshold held fixed, $w=15.5$ nm prints at 13.5 nm and $w=16.5$ nm at 18.1 nm. The changes are $-2.5$ and $+2.1$ nm, against $\pm2.2$ nm from the derivative. The asymmetry follows from (\ref{log}). Let the mask width change from $w$ to $w'$, and drop the last term, whose change is small compared with that of $4\ln w$. Equal intensity at the old edge $w/2$ and the new edge $C/2$ requires
\begin{equation}
4\ln w'-\frac{\kappa^2C^2}{16}=4\ln w-\frac{\kappa^2w^2}{16},
\end{equation}
and therefore
\begin{equation}
C^2=w^2+\frac{64}{\kappa^2}\ln\frac{w'}{w}.
\end{equation}
The width follows a square root, which steepens as $C$ falls. The printed hole closes when $C=0$:
\begin{equation}
\ln\frac{w}{w'}=\frac{(\kappa w)^2}{64}.
\end{equation}
Extrapolating the derivative instead puts closure at a relative error $1/M=(\kappa w)^2/32$, twice as large. The true margin of a small hole is thus half of what its enhancement factor suggests.

For the 16 nm hole, the full image closes at a mask error of 1.6 nm, or 6.5 nm on a fourfold mask. The closing law gives 1.4 nm, while $w/M$ gives 3.6 nm.

\textbf{Q.} Could I escape by drawing the mask hole larger and lowering the dose?

\textbf{A.} Within this model, yes, in part. Keep $C=16$ nm and reset the threshold for each mask width. The enhancement is 6.2 for $w=12$ nm, 4.5 for 16 nm, 3.4 for 20 nm and 2.6 for 24 nm. In the small-hole limit the image shape does not depend on $w$, so $N$ at fixed $C$ is constant and (\ref{main}) gives $M\propto1/w$. That alone would give a factor of 2 between 12 and 24 nm. The calculated factor is 2.4, because $n$ also falls, from 3.7 to 2.8, while $N$ falls only from 1.57 to 1.40. The comparison is for an isolated hole; neighbouring holes would limit the room for such a bias.

\section{What the model leaves out}

\textbf{Q.} No absorber is perfectly black. With so little light through the hole, does the background not ruin everything?

\textbf{A.} It ruins the fourth power. Its effect on $M$ vanishes for illumination along the axis, in focus and without blur, and is moderate in the 16 nm example, but it is not small in general. Let the absorber have amplitude transmission or reflection $b$ relative to the clear area, with $b$ real. The mask function is $b$ plus $(1-b)$ times the hole function, so the image amplitude is $b\,e^{i\mathbf s\cdot\mathbf x}+(1-b)A_{\mathbf s}$. As $w\to0$ the intensity tends to $b^2$, which does not depend on $w$, and $n\to0$.

For illumination along the axis and in focus, $A$ is real and $I=[b+(1-b)A]^2$. Its logarithmic derivative with respect to either $w$ or $x$ is
\begin{equation}
\partial\ln I=\frac{2(1-b)}{b+(1-b)A}\,\partial A .
\end{equation}
The prefactor is common to $n$ and $N$ and cancels in (\ref{identity}). At fixed $C$ and $w$, the leak then leaves $M$ unchanged, although $8/N$ changes. Defocus or blur breaks this cancellation. For the 16 nm hole lit along the axis, a 2\% leak shifts $M$ by $+4\%$ (in phase) and $-6\%$ (opposite phase) at 40 nm of defocus, and by $-3\%$ and $+7\%$ with a blur of 4 nm.

In the example, a leak of 2\% in intensity gives $n=2.33$, $N=1.09$ and $M=4.25$ if it is in phase with the hole. In opposite phase it gives $n=5.12$, $N=2.08$ and $M=4.93$. The remaining shifts of $M$, $-5\%$ and $+10\%$ relative to 4.48, come from the tilted source directions, for which the cancellation is incomplete. Using $8/N$ would give 7.3 and 3.8, wrong by $+72\%$ and $-22\%$. The shifts of $M$ grow with the source width and, between 24 and 10 nm, as the hole shrinks. With $\sigma=0.9$ they are $-14\%$ and $+42\%$ at 16 nm. With $\sigma=0.5$ they are $-8\%$ and $+33\%$ at 12 nm, where in opposite phase the edge intensity of 0.014 lies below the background of 0.02, so the background itself would print. Between 10 and 8 nm the opposite-phase edge slope passes through zero near 9.5 nm, where $M$ diverges and turns negative; $n$ changes sign near 8.5 nm and makes $M$ positive again. The shift of $M$ is $+180\%$ at 10 nm and $-70\%$ at 8 nm. The in-phase shift levels off near $-20\%$ for very small holes.

\textbf{Q.} And focus error, or diffusion in the resist?

\textbf{A.} Defocus multiplies the pupil by a phase independent of $w$, so it changes $h$ but not the limiting fourth power. Resist blur, modelled as a convolution of $I$ with a Gaussian, is linear in $I$ and also preserves the factor $w^4$. Both act through $N$. For the 16 nm hole, with the threshold reset to keep $C=w$, 40 nm of defocus gives $M=4.5$, almost no change for an opaque mask. The reset hides a loss of brightness: the intensity at $x=8$ nm falls by 8.5\%, and at the in-focus threshold the hole prints at 14.0 nm. A blur of 4 nm standard deviation lowers $N$ to 1.33 and raises $M$ to 5.2, an increase of 15\%.

\textbf{Q.} How close is all this to a real scanner?

\textbf{A.} The wavelength, aperture and fourfold reduction are those of 0.33 NA extreme-ultraviolet scanners. The leak, blur and defocus are rough typical values, and the disc source is only one choice. An annular source between 0.6 and 0.9 of the pupil radius gives $M=4.0$, with $8/N$ too high by 33\%, and the 2\% leak then shifts $M$ by $-20\%$ and $+84\%$. An isolated 16 nm hole is a severe case for such a lens, and its log-slope of 1.5 is low for production, where roughly 2 or more is wanted. The assumption most plainly broken is the thin mask. Light arrives at about $6^\circ$ and crosses an absorber perhaps 60 nm high twice, so geometry gives a shadow of $2\times60\tan6^\circ/4=3.2$ nm at wafer scale. Narrowing the hole by this amount along $x$, with the threshold reset so that it still prints at $C=16$ nm, gives $M=5.0$, 12\% higher; narrowing it along $y$ instead gives 5.2, 17\% higher. Here $M$ still refers to the drawn width $w=16$ nm. This is a geometric estimate for an opaque absorber, and it leaves out diffraction within the absorber, which is not small: the Fresnel number of the 64 nm mask hole over the 120 nm path is only 0.6. Scalar wave propagation through a nearly opaque absorber without phase shift gives about 5.4 in both directions for index $1+0.1i$, and 5.6 to 5.7 for $1+0.3i$. An absorber of index $0.95+0.03i$ leaks 3.4\% at about $160^\circ$ from the phase of the hole, and as a thin mask it would give 5.1. Propagation gives 3.9 to 4.5 with the focus on the mirror plane, for reflection depths of 50 to 0 nm below the absorber. A focus change of 30 nm at the wafer moves these values by about 0.5 either way. For a real absorber the shadow alone does not fix even the sign of the correction. Polarization is also left out: for opposite rays at the pupil edge, field vectors in the plane of incidence overlap by only 0.78, so the scalar model overstates the contrast of that pair. For this hole the net effect is small: unpolarized light gives $N=1.50$ and $M=4.6$.

\textbf{Q.} Last doubt: is mask error even the main trouble, with so few photons?

\textbf{A.} Compare them for stated inputs. Suppose the resist needs 10 mJ/cm$^2$ at the printed edge and absorbs 20\% of the photons, both rough values. The clear-field dose must be $10/0.1167\simeq86$ mJ/cm$^2$, a high dose that reflects the dim image. The edge dose equals $10^{-16}$ J/nm$^2$, and a photon carries 91.8 eV, or $1.47\times10^{-17}$ J. The area $w^2=256\ {\rm nm}^2$ then absorbs
\begin{equation}
\frac{10^{-16}\times256\times0.2}{1.47\times10^{-17}}\simeq348
\end{equation}
photons, with a relative fluctuation $1/\sqrt{348}=5.4\%$. A relative dose change $\delta$ moves each edge by $\delta\,C/N$, so the width fluctuates by
\begin{equation}
\delta C=\frac{2C\delta}{N}=\frac{2\times16\times0.054}{1.53}\simeq1.1\ {\rm nm}.
\end{equation}
This counts the whole hole at its edge dose and ignores resist chemistry, so it gives only the scale. A mask error of 0.5 nm at wafer scale, 2 nm on the mask, moves the width by 2.1 to 2.5 nm, about twice this one standard deviation. One standard deviation of photon noise matches a mask error of 0.25 nm, and three move the width by $+2.8$ and $-4.3$ nm, so for these inputs neither source is negligible against the other. Both are divided by $N$, but the mask term also carries the factor $nC/w$, so the two need not move together. The in-phase leak raises $1/N$ by 40\% and lowers $M$ by 5\%, and a 24 nm mask hole raises $1/N$ by 9\% and lowers $M$ by 41\%. They differ in kind, since the mask error repeats in every exposure and the photon noise does not.
